# Electron-number sum rule for on-site, full and dual occupation matrices

A DFT+$U$ calculation in a basis of atom-centred orbitals needs an occupation matrix $n^I$ for each correlated shell $I$, because the correction per spin is

$$E_U=\tfrac{U}{2}\,\mathrm{tr}\,(n^I-n^In^I).$$

When the orbitals overlap, the definition of $n^I$ is not unique, and one must be chosen before $U$ has a meaning. Three definitions are compared here, called on-site, full and dual. One criterion is whether the traces, added over every shell, return the electron number $N$. If they do, $\mathrm{tr}\,n^I$ can be read as the share of the $N$ electrons assigned to shell $I$, although the sum rule alone does not keep that share from being negative. The statement that holds is this: if the basis is not orthonormal, the states lie in its span and the traces run over all shells, then among these three forms the dual alone gives $N$ for every state. It is not unique among all conceivable definitions, and the other two can give $N$ for particular states.

## Definitions

One spin channel is treated, in Hartree atomic units. The $M$ basis functions $\phi_\mu$ are linearly independent, and the index $\mu=(I,m)$ assigns each to one shell. The overlap $S_{\mu\nu}=\langle\phi_\mu|\phi_\nu\rangle$ is Hermitian and positive definite. The orbitals $\psi_i=\sum_\mu\phi_\mu c_{\mu i}$ are orthonormal, $c_i^\dagger Sc_j=\delta_{ij}$, with occupations $0\le f_i\le1$ and $N=\sum_if_i$. The density operator and the density matrix are

$$\hat\rho=\sum_if_i|\psi_i\rangle\langle\psi_i|=\sum_{\mu\nu}|\phi_\mu\rangle\rho_{\mu\nu}\langle\phi_\nu|,\qquad\rho=\sum_if_i\,c_ic_i^\dagger .$$

The dual functions are $\tilde\phi_\mu=\sum_\nu\phi_\nu(S^{-1})_{\nu\mu}$. Since $S^{-1}$ is Hermitian,

$$\langle\tilde\phi_\mu|\phi_\lambda\rangle=\sum_\nu(S^{-1})^*_{\nu\mu}S_{\nu\lambda}=\sum_\nu(S^{-1})_{\mu\nu}S_{\nu\lambda}=\delta_{\mu\lambda},$$

and applying this to the definition of $\tilde\phi_\nu$ gives $\langle\tilde\phi_\mu|\tilde\phi_\nu\rangle=(S^{-1})_{\mu\nu}$. In a matrix element of $\hat\rho$, each $\phi$ therefore contributes a factor $S$ on its side and each $\tilde\phi$ a unit matrix:

$$n^{\rm on}_{\mu\nu}=\langle\tilde\phi_\mu|\hat\rho|\tilde\phi_\nu\rangle=\rho_{\mu\nu},\qquad n^{\rm full}_{\mu\nu}=\langle\phi_\mu|\hat\rho|\phi_\nu\rangle=(S\rho S)_{\mu\nu},$$

$$n^{\rm dual}_{\mu\nu}=\tfrac12\big(\langle\tilde\phi_\mu|\hat\rho|\phi_\nu\rangle+\langle\phi_\mu|\hat\rho|\tilde\phi_\nu\rangle\big)=\tfrac12(\rho S+S\rho)_{\mu\nu}.$$

The shell matrix $n^I$ is the diagonal block $II$. The two terms of the dual form are Hermitian conjugates, so their mean is Hermitian; its diagonal $\mathrm{Re}\,(\rho S)_{\mu\mu}$ is the Mulliken gross population. Because the shells partition the basis, $N_x\equiv\sum_I\mathrm{tr}\,n_x^I=\mathrm{Tr}\,n_x$, where tr runs over one shell and Tr over the whole basis.

## First derivation: resolution of the identity

The operator $P=\sum_\mu|\phi_\mu\rangle\langle\tilde\phi_\mu|$ returns every basis function, $P\phi_\lambda=\sum_\mu\phi_\mu\delta_{\mu\lambda}=\phi_\lambda$, and annihilates any function orthogonal to the span, since the duals lie in the span. It is the orthogonal projector on the span, so $P^\dagger=P$. Using $\langle a|\hat\rho|b\rangle=\mathrm{Tr}(\hat\rho|b\rangle\langle a|)$ in each diagonal element,

$$N_{\rm dual}=\tfrac12\mathrm{Tr}\,\hat\rho\sum_\mu\big(|\phi_\mu\rangle\langle\tilde\phi_\mu|+|\tilde\phi_\mu\rangle\langle\phi_\mu|\big)=\tfrac12\mathrm{Tr}\,\hat\rho\,(P+P^\dagger)=\sum_if_i\langle\psi_i|P|\psi_i\rangle .$$

For orbitals in the span $P\psi_i=\psi_i$, and $N_{\rm dual}=\sum_if_i=N$. In matrix form this reads $N=\mathrm{Tr}\,\rho S$. If the shells do not span the orbitals, as when a minimal set of projectors is applied to a calculation in a larger basis, the operator definitions still apply. Then $\langle\psi|P|\psi\rangle=1-\|(1-P)\psi\|^2$, because $1-P$ is also a projector, and

$$N_{\rm dual}=N-\sum_if_i\,\|(1-P)\psi_i\|^2 .$$

The deficit is the spillage.

For the other two forms, take orbitals in the span again and let $Su_k=s_ku_k$ with orthonormal $u_k$ and $s_k>0$. The functions $\chi_k=s_k^{-1/2}\sum_\mu\phi_\mu u_{\mu k}$ are orthonormal, since $\langle\chi_k|\chi_l\rangle=u_k^\dagger Su_l/\sqrt{s_ks_l}=\delta_{kl}$. Their populations are

$$p_k=\langle\chi_k|\hat\rho|\chi_k\rangle=\frac{u_k^\dagger S\rho Su_k}{s_k}=s_k\,u_k^\dagger\rho u_k,$$

and $0\le p_k\le1$ because the eigenvalues of $\hat\rho$ lie in $[0,1]$. By cyclicity $\mathrm{Tr}\,S\rho S=\mathrm{Tr}\,\rho S^2$. Evaluating the traces in the basis $u_k$ gives $\mathrm{Tr}\,\rho S^r=\sum_ks_k^{\,r}u_k^\dagger\rho u_k=\sum_kp_ks_k^{\,r-1}$ for any real $r$, and with $r=0,1,2$

$$N_{\rm on}=\sum_k\frac{p_k}{s_k},\qquad N=\sum_kp_k,\qquad N_{\rm full}=\sum_kp_ks_k .$$

One electron in $\chi_k$ is an admissible state with $p_k=1$ and all other $p$ zero. It gives $N_{\rm on}=1/s_k$ and $N_{\rm full}=s_k$. If either is to equal 1 for every $k$, all $s_k=1$ and $S=1$. The same conclusion follows at any fixed integer $N$ with $1\le N<M$. Fill a set $K$ of $N$ functions $\chi_k$; the on-site rule demands $\sum_{k\in K}(1/s_k-1)=0$ for each such $K$. Two sets that differ by exchanging $k$ for $l$ give $s_k=s_l$, so all eigenvalues equal one $s$, and $N(1/s-1)=0$ gives $s=1$. Replacing $1/s_k$ by $s_k$ treats the full form. At $S=1$ the three definitions coincide.

Functions with $s_k>1$ are undercounted by the on-site form and overcounted by the full form, and those with $s_k<1$ the reverse. The two errors are linked. Writing $p_k=\sqrt{p_k/s_k}\sqrt{p_ks_k}$, the Cauchy–Schwarz inequality gives

$$N^2\le N_{\rm on}N_{\rm full},$$

with equality only if the two vectors are proportional, that is, if all populated $\chi_k$ share one eigenvalue $s$. For orbitals in the span the two sums therefore cannot both be below $N$; outside it $\sum_kp_k$ is $N$ minus the spillage, and both can be. They both equal $N$ only in the equality case, where $N_{\rm on}=N/s$ forces $s=1$. Each alone can equal $N$ by accident when the basis is normalised, $S_{\mu\mu}=1$. One electron in a single $\phi_\mu$ has $\rho=e_\mu e_\mu^\dagger$, with $e_\mu$ the unit vector, and $N_{\rm on}=1$. Complete filling has all $p_k=1$ and $N_{\rm full}=\mathrm{Tr}\,S=M=N$.

Two normalised functions with real overlap $\sigma$, each its own shell, have $s=1\pm\sigma$. For $\sigma=0.5$ the bonding state gives $N_{\rm on}=1/1.5=0.6667$ and $N_{\rm full}=1.5$, and the antibonding state $1/0.5=2$ and $0.5$. For $\phi_1$ alone, $N_{\rm on}=1$ and $N_{\rm full}=(S^2)_{11}=1+\sigma^2=1.25$. The dual sum is 1 in all three.

## Second derivation: a uniform potential on all shells

This route counts electrons by energy. An energy $E$ that depends on the shell matrices changes by $\delta E=\sum_I\mathrm{tr}(v^I\delta n^I)$, which defines the shell potentials $v^I$. For the Hubbard term, $\delta\,\mathrm{tr}(n-nn)=\mathrm{tr}\,\delta n-2\,\mathrm{tr}(n\,\delta n)$ by cyclicity, so $v=U(\tfrac12-n)$. Collect the $v^I$ in a block-diagonal $M\times M$ matrix $V$. It picks out the diagonal blocks of whatever it is traced with, so $\delta E=\mathrm{Tr}(V\delta n)$. The term $h$ added to the Kohn–Sham matrix is defined by $\delta E=\mathrm{Tr}(h\,\delta\rho)$. Inserting $\delta n=\delta\rho$, $S\delta\rho S$ and $\tfrac12(\delta\rho S+S\delta\rho)$, and cycling $\delta\rho$ to the right,

$$h_{\rm on}=V,\qquad h_{\rm full}=SVS,\qquad h_{\rm dual}=\tfrac12(SV+VS).$$

Now take $E=\eta N_x$, a constant potential $\eta$ on every shell. Then $V=\eta\,1$ and $h=\eta W_x$ with $W_{\rm on}=1$, $W_{\rm full}=S^2$, $W_{\rm dual}=S$. Since $N_x$ is linear and homogeneous in $\rho$, it equals its own variation from $\rho=0$, so $N_x=\mathrm{Tr}\,W_x\rho$.

Let the $c_i$ solve $(F+\eta W)c_i=\varepsilon_iSc_i$ with a Hermitian $F$ held fixed, and let a prime denote $d/d\eta$ at $\eta=0$. Differentiating,

$$Wc_i+(F-\varepsilon_iS)c_i'=\varepsilon_i'Sc_i .$$

Multiplying from the left by $c_i^\dagger$ removes the second term, because $c_i^\dagger(F-\varepsilon_iS)=0$, and $c_i^\dagger Sc_i=1$ leaves the Hellmann–Feynman result $\varepsilon_i'=c_i^\dagger Wc_i$. Within a degenerate level the $c_i$ must be chosen to diagonalise $W$; this leaves $\rho$ unchanged if the degenerate orbitals have equal occupation, which is assumed. At fixed $f_i$,

$$\frac{d}{d\eta}\sum_if_i\varepsilon_i=\sum_if_i\,c_i^\dagger W_xc_i=\mathrm{Tr}\,W_x\rho=N_x .$$

Each $N_x$ is thus the slope of the band energy under the uniform potential of form $x$. For the dual form the perturbed problem is solved without approximation: $(F+\eta S)c_i=(\varepsilon_i+\eta)Sc_i$ with the unperturbed $c_i$. Every level moves by $\eta$, the band energy by $\eta\sum_if_i$, and the slope is $N_{\rm dual}=N$.

For the converse, take any $c$ with $c^\dagger Sc=1$ and the matrix $F=-Scc^\dagger S$. It gives $Fc=-Sc$, and $Fd=0$ for every $d$ with $c^\dagger Sd=0$, so $c$ is the non-degenerate ground state. With one electron in it the slope is $c^\dagger W_xc$, and the sum rule requires this to be $1=c^\dagger Sc$. Hence $c^\dagger(W_x-S)c=0$ for these $c$ and, by rescaling, for all vectors. Taking $c$ along each eigenvector of the Hermitian matrix $W_x-S$ shows that all its eigenvalues vanish, so $W_x=S$. The on-site form then needs $1=S$. The full form needs $S^2=S$, which on multiplication by $S^{-1}$ is again $S=1$.

The sum rule for all states is therefore equivalent to a statement about the potential: a constant added to all shells acts as a shift of the energy zero. When $W_x\ne S$ there is an $F$ with a level whose slope is not 1. This need not show at a given $F$: if the eigenvectors are $c=S^{-1/2}e_\mu$ in a normalised basis, the full form gives $c^\dagger S^2c=S_{\mu\mu}=1$ for every level.

## What each derivation assumes

Both need linear independence, a partition of the basis into shells and the cyclic property of the trace. The first uses no Hamiltonian. It needs $\hat\rho$ with eigenvalues in $[0,1]$, extends the dual sum to orbitals outside the span through the spillage, and gives the two errors in closed form. Its necessity argument uses the eigenvectors of $S$ and works at fixed $N<M$.

The second assumes that the orbitals solve a generalized eigenproblem in the basis, so it says nothing about spillage. It holds $F$ and the $f_i$ fixed and needs equal occupation within degenerate levels. If any Hermitian $F$ is allowed, this restricts no state: $F=-S\rho S$ gives $Fc_i=-S\rho Sc_i=-f_iSc_i$, so the $c_i$ are its eigenvectors and degenerate ones have equal $f_i$. Its necessity argument uses one-electron states and yields the general criterion: a definition with $N_x=\mathrm{Tr}\,W_x\rho$ and Hermitian $W_x$ obeys the rule for all states if and only if $W_x=S$. For the on-site and full forms its energy statement is of first order in $\eta$.

## How far uniqueness extends

The criterion $W=S$ settles wider classes. The combination $a\,n_{\rm on}+b\,n_{\rm dual}+c\,n_{\rm full}$ has $W=a+bS+cS^2$, and the rule requires $a+(b-1)s_k+cs_k^2=0$ for all $k$. A polynomial of degree two with three distinct roots vanishes identically, so if $S$ has three or more distinct eigenvalues, $(a,b,c)=(0,1,0)$. The dimer has two and is an exception. With $b=0$ the conditions are $a+c(1\pm\sigma)^2=1\pm\sigma$. Their difference is $4\sigma c=2\sigma$, so $c=\tfrac12$, and $a=(1+\sigma)-\tfrac12(1+\sigma)^2=\tfrac12(1-\sigma^2)$. At $\sigma=0.5$ this is $N=0.375\,N_{\rm on}+0.5\,N_{\rm full}$, with a coefficient that depends on the overlap.

The family $\tfrac12(S^p\rho S^q+S^q\rho S^p)$ has $W=S^{p+q}$ by cyclicity, and the rule requires $s_k^{\,p+q-1}=1$, which for $S\ne1$ means $p+q=1$. On-site is $(p,q)=(0,0)$, full $(1,1)$ and dual $(0,1)$. The Löwdin form $S^{1/2}\rho S^{1/2}$ is $(\tfrac12,\tfrac12)$ and obeys the rule as well.

Dual and Löwdin differ under a change of functions within shells, $\phi'=\phi T$ with $T$ block diagonal and invertible. Then $S'=T^\dagger ST$, $c'=T^{-1}c$ and $\rho'=T^{-1}\rho\,(T^\dagger)^{-1}$, so $\rho'S'=T^{-1}\rho ST$ and, block by block,

$$(\rho'S')_{II}=T_I^{-1}(\rho S)_{II}T_I .$$

This similarity transformation preserves the trace, and the conjugate term likewise, so the dual shell traces are invariant. The on-site block becomes $T_I^{-1}\rho_{II}(T_I^\dagger)^{-1}$ and the full block $T_I^\dagger(S\rho S)_{II}T_I$; for $T_I=\lambda$, real, they scale as $\lambda^{-2}$ and $\lambda^2$. For unitary $T$ these are similarity transformations too, and $S'^{1/2}=T^\dagger S^{1/2}T$ extends this to Löwdin. The two halves of the dual block undergo similarity transformations with $T_I$ and with $(T_I^\dagger)^{-1}$. These coincide when $T_I$ is a multiple of a unitary matrix, and the dual $\mathrm{tr}\,n^2$ is then preserved. For a general $T_I$ it need not be, and the example shows a shear that changes it. The Löwdin trace can change already when a single shell is scaled, as the example also shows.

## Bounds on the occupations

For a unit vector $u$ in shell $I$ set $a=\sum_mu_m\phi_m$ and $b=\sum_mu_m\tilde\phi_m$. Then $\|a\|^2=u^\dagger Su$, $\|b\|^2=u^\dagger S^{-1}u$ and $\langle a|b\rangle=u^\dagger u=1$. From $0\le\langle a|\hat\rho|a\rangle\le\|a\|^2$ and the same for $b$,

$$0\le n^I_{\rm full}\le S_{II},\qquad0\le n^I_{\rm on}\le(S^{-1})_{II}.$$

For an internally orthonormal shell, $S_{II}=1$, the full eigenvalues lie in $[0,1]$. For the dual form $u^\dagger nu=\mathrm{Tr}\,\hat\rho A$ with $A=\tfrac12(|a\rangle\langle b|+|b\rangle\langle a|)$. With $\alpha=\|a\|$, $\beta=\|b\|$ and $g=\alpha\beta$,

$$A\Big(\frac a\alpha\pm\frac b\beta\Big)=\frac12\Big[a\Big(\frac1\alpha\pm\beta\Big)+b\Big(\alpha\pm\frac1\beta\Big)\Big]=\frac{1\pm g}2\Big(\frac a\alpha\pm\frac b\beta\Big),$$

where $g\pm1=\pm(1\pm g)$ was used in the $b$ term. $A$ has rank at most two, so its other eigenvalues are zero, and Cauchy–Schwarz gives $g\ge\langle a|b\rangle=1$. In the eigenbasis of $A$, $\mathrm{Tr}\,\hat\rho A$ is a sum of eigenvalues with weights in $[0,1]$, so

$$\frac{1-g}2\le u^\dagger n_{\rm dual}u\le\frac{1+g}2 .$$

For $g>1$ each limit is reached by one electron in the corresponding eigenvector. For the dimer $(S^{-1})_{11}=1/(1-\sigma^2)$ and $g=1/\sqrt{0.75}=1.1547$, so the limits are $-0.0774$ and $1.0774$. An eigenvalue outside $[0,1]$ contributes a negative term $\tfrac U2n(1-n)$ to $E_U$.

The sum rule and the bounds $[0,1]$ cannot be combined by using orthogonal projectors $P_I$ on the spans of the original shells. If $\sum_IP_I=P$, then for $\varphi$ in the span of shell $J$, $\|\varphi\|^2=\langle\varphi|P|\varphi\rangle=\sum_I\|P_I\varphi\|^2$. The term $I=J$ already equals $\|\varphi\|^2$, so $P_I\varphi=0$ for $I\ne J$ and different shells do not overlap. For orthonormal shells the full shell operators $\sum_m|\phi_m\rangle\langle\phi_m|$ are these $P_I$, so they miss $P$ once two shells overlap. The dual shell operators sum to $P$, but for a one-function shell the operator is $A$, whose eigenvalue $(1-g)/2$ excludes a projector when $g>1$. The Löwdin form does combine the two, because it uses different functions: $\bar\phi_\mu=\sum_\nu\phi_\nu(S^{-1/2})_{\nu\mu}$ are orthonormal and $\langle\bar\phi_\mu|\hat\rho|\bar\phi_\nu\rangle=(S^{-1/2}S\rho SS^{-1/2})_{\mu\nu}=(S^{1/2}\rho S^{1/2})_{\mu\nu}$, so its shell eigenvalues lie in $[0,1]$. Its cost is that the $\bar\phi_\mu$ mix the shells and that its traces can change under non-unitary transformations within a shell.

## Formaldehyde

The system is H$_2$CO in spin-restricted PBE with the STO-3G basis, at the fixed geometry, not optimised at this level, $r_{\rm CO}=2.28$ bohr, $r_{\rm CH}=2.08$ bohr, angle HCH $=116°$, with $E=-112.8282$ hartree. There are 12 functions in 8 internally orthonormal shells and $N=8$ per spin. The shell traces per spin are:

| shell | on-site | full | dual | Löwdin |
|---|---|---|---|---|
| C 1s | 1.0350 | 0.9997 | 0.9957 | 0.9929 |
| C 2s | 0.4479 | 0.9179 | 0.5860 | 0.5361 |
| C 2p | 0.9900 | 2.1897 | 1.4155 | 1.4562 |
| O 1s | 1.0557 | 0.9999 | 0.9989 | 0.9986 |
| O 2s | 1.0484 | 0.9961 | 0.9448 | 0.8808 |
| O 2p | 1.8816 | 2.4847 | 2.1293 | 2.1566 |
| H 1s, each | 0.3217 | 0.8105 | 0.4649 | 0.4894 |
| sum | 7.1021 | 10.2089 | 8.0000 | 8.0000 |

The dual column adds as $0.9957+0.5860+1.4155+0.9989+0.9448+2.1293+2(0.4649)=8.0000$. Relative to $N=8$ the on-site sum is low by 0.898 and the full sum high by 2.209. Their product is $72.50\ge64$. Three on-site $s$ occupations exceed 1.

The spectral formulas account for the signs. The $s_k$ run from 0.2350 to 2.0384. The four smallest carry populations of 0.0751, 0.0380, 0.0123 and 0.0018, while the five above 1 carry between 0.9838 and 1.0000. The three in between, with $s_k$ from 0.84 to 0.95, are also nearly full and act in the opposite sense, but more weakly, because their $s_k$ are closer to 1. Summed over the four smallest, the three in between and the five largest, $p_k(1/s_k-1)$ gives $+0.35$, $+0.28$ and $-1.53$, and $p_k(s_k-1)$ gives $-0.09$, $-0.25$ and $+2.55$, so the five largest set the sign of both errors. The terms $p_k/s_k$, from $0.0751/0.2350$ to $0.9874/2.0384$, are

$$0.320+0.121+0.035+0.002+1.119+1.043+1.033+0.879+0.823+0.642+0.600+0.484=7.10,$$

and the last three terms of $\sum_kp_ks_k$ give $1.557+1.614+2.013=5.18$ from populations that add to 2.97. At complete filling the sums are 18.33, 12 and 12 for on-site, full and dual. A least-squares fit $N\approx aN_{\rm on}+cN_{\rm full}$ over one sample of 60 random states, each with at most four partly occupied orbitals, gives $a=0.2822$, $c=0.5648$ and leaves errors of up to 0.18 electron within the sample. The coefficients depend on the sample, and these give $0.2822(7.1021)+0.5648(10.2089)=7.77$ instead of 8 for the ground state. No pair $(a,c)$ is exact, as expected for more than two distinct $s_k$.

With C=O along $z$ and the molecule in the $yz$ plane, the O 2p matrices are diagonal. The $(x,y,z)$ entries are $(0.4560,0.9148,0.5109)$ on-site, $(0.6476,0.9620,0.8751)$ full and $(0.5434,0.9266,0.6592)$ dual. The dual values lie inside $[0,1]$ in this ground state. The limits over all states are wider: $g=1.2012$ for O $2p_z$ allows $-0.10$ to $1.10$, and $g=1.5979$ for C 2s allows $-0.30$ to $1.30$.

For a round $U=0.15$ hartree (4.08 eV) on O 2p, evaluated on the PBE density, the two spins together give $E_U=U\sum_mn_m(1-n_m)$:

$$\text{on-site: }0.15\,(0.2481+0.0779+0.2499)=0.0864,$$
$$\text{full: }0.15\,(0.2282+0.0366+0.1093)=0.0561,$$
$$\text{dual: }0.15\,(0.2481+0.0680+0.2247)=0.0811,$$

in hartree, or 2.35, 1.53 and 2.21 eV. The on-site and dual energies are close although their traces are 1.88 and 2.13. Of the trace difference 0.248, $p_z$ carries 0.148 and $p_x$ 0.087, and $p_y$ 0.012. The $p_z$ entry moves from 0.51 to 0.66, starting at the flat maximum of $n(1-n)$ near $\tfrac12$, so its terms differ by only $0.2499-0.2247=0.0252$. The $p_y$ entries lie where the slope is steep, about $-0.84$, and their small difference changes the term by 0.010. The $p_x$ entries lie almost symmetrically about $\tfrac12$ and contribute the same 0.2481. Their potentials have opposite sign: $v_x=0.15(0.5-0.4560)=+0.0066$ hartree on-site and $0.15(0.5-0.5434)=-0.0065$ hartree dual.

A uniform $\eta=0.02$ hartree on all shells (called $c$ in the output), with one diagonalization at fixed $F$, moves every occupied level by 0.0200 hartree in the dual form and leaves $\rho$ unchanged. The on-site form moves them by 0.0129 to 0.0215 hartree and changes an element of $\rho$ by 0.026; the full form moves them by 0.0188 to 0.0330 hartree with a largest change of 0.010. The finite-difference slopes of the band energy are 7.1021, 10.2089 and 8.0000, the three sums of the table.

Scaling the O 2p functions by 1.5 gives $1.8816/2.25=0.8363$ on-site and $2.4847\times2.25=5.5906$ full, leaves the dual trace at 2.1293, and moves the Löwdin trace from 2.1566 to 2.2351. A non-unitary mixing that adds $0.5\,p_x$ to $p_y$ and $0.5\,p_y$ to $p_z$ keeps the dual trace but changes $\mathrm{tr}\,n^2$ from 1.5885 to 1.6181, so the dual $E_U$ depends on the choice of functions within the shell.

Applying the STO-3G shells to PBE orbitals computed in the def2-SVP basis (38 functions) gives sums of 6.9838, 10.1239 and 7.9219. The spillage from real-space quadrature of $|(1-P)\psi_i|^2$ is 0.0781, and $8-0.0781=7.9219$. These values depend on the larger basis: with def2-TZVP orbitals (74 functions) the sums are 6.9846, 10.0902 and 7.8987 and the spillage is 0.101. The occupations and energies given earlier are likewise those of the STO-3G density; with def2-TZVP orbitals on the same O 2p shell the traces move by up to 0.06 and $E_U$ becomes 0.0906, 0.0582 and 0.0830 hartree for on-site, full and dual.

The program whose output follows checks the matrix formulas against quadrature of the defining matrix elements and against explicit complex vectors, and the potentials and slopes against finite differences.

## Calculated quantities

```
dimer overlap sigma = 0.50 (occupations everywhere: electrons per spin)
dimer bonding: N_on N_full N_dual = 0.6667 1.5000 1.0000
dimer antibonding: N_on N_full N_dual = 2.0000 0.5000 1.0000
dimer phi_1 alone: N_on N_full N_dual = 1.0000 1.2500 1.0000
dimer g, min and max dual site occupation = 1.1547 -0.0774 1.0774
H2CO r_CO = 2.28 bohr, r_CH = 2.08 bohr, HCH = 116.0 deg
PBE/STO-3G E = -112.828214 hartree; functions 12, shells 8, N = 8
N by quadrature of the density = 8.000000
shell traces:  on-site full dual Lowdin
  C0 1s  1.0350 0.9997 0.9957 0.9929
  C0 2s  0.4479 0.9179 0.5860 0.5361
  C0 2p  0.9900 2.1897 1.4155 1.4562
  O1 1s  1.0557 0.9999 0.9989 0.9986
  O1 2s  1.0484 0.9961 0.9448 0.8808
  O1 2p  1.8816 2.4847 2.1293 2.1566
  H2 1s  0.3217 0.8105 0.4649 0.4894
  H3 1s  0.3217 0.8105 0.4649 0.4894
  sum    7.1021 10.2089 8.0000 8.0000
  sum-N  -0.8979 2.2089 0.0000 0.0000
s_k 1-6  = 0.2350 0.3137 0.3489 0.7869 0.8418 0.9467
s_k 7-12 = 0.9531 1.1250 1.2131 1.5566 1.6407 2.0384
p_k 1-6  = 0.0751 0.0380 0.0123 0.0018 0.9419 0.9877
p_k 7-12 = 0.9850 0.9888 0.9982 1.0000 0.9838 0.9874
N_on*N_full = 72.5046, N^2 = 64
complete filling: N_on N_full N_dual = 18.3287 12.0000 12.0000
H2CO fit N = a N_on + c N_full: a c max error = 0.2822 0.5648 0.1838
dimer fit N = a N_on + c N_full: a c max error = 0.3750 0.5000 0.0000
O 2p order: x y z (C=O along z, molecule in yz)
O 2p diagonal on   = 0.4560 0.9148 0.5109
O 2p diagonal full = 0.6476 0.9620 0.8751
O 2p diagonal dual = 0.5434 0.9266 0.6592
O 2p diagonal low  = 0.5424 0.9309 0.6833
C 2s : g, min, max dual over all states = 1.5979 -0.2989 1.2989
O 2pz: g, min, max dual over all states = 1.2012 -0.1006 1.1006
O 2p scaled by 1.5, traces on full dual Lowdin = 0.8363 5.5906 2.1293 2.2351
O 2p dual tr n^2 before, after shear 0.5 = 1.58852 1.61806
U = 0.15 hartree = 4.082 eV on O 2p
E_U both spins on   = 0.08639 hartree = 2.351 eV
E_U both spins full = 0.05611 hartree = 1.527 eV
E_U both spins dual = 0.08111 hartree = 2.207 eV
uniform shift c = 0.02 hartree on all shells, one diagonalization:
  on   d(sum eps)/dc = 7.1021; shifts 0.01285 to 0.02154 hartree; max|d rho| = 0.02595
  full d(sum eps)/dc = 10.2089; shifts 0.01879 to 0.03297 hartree; max|d rho| = 0.00972
  dual d(sum eps)/dc = 8.0000; shifts 0.02000 to 0.02000 hartree; max|d rho| = 0.00000
PBE/def2-SVP E = -114.282297 hartree, functions 38
its orbitals on STO-3G shells: N_on N_full N_dual = 6.9838 10.1239 7.9219
spillage by quadrature = 0.0781
```
